# Axial and transverse permittivity of a dielectric with aligned cylindrical pores

## Problem

An insulating film consists of a matrix of relative permittivity $\varepsilon_m=4$ containing long, parallel, circular air pores, $\varepsilon_p=1$, that occupy a volume fraction $f=0.40$. The pores are arranged so that all directions across them are equivalent for the mean response.

(a) Find the effective permittivity $k_a$ for a field along the pores.

(b) Find the effective permittivity $k_t$ for a field across the pores in the Maxwell Garnett approximation, in which each pore is driven by the mean field of the matrix.

(c) Find an arrangement for which the result of (b) is exact, and judge it for equal pores in hexagonal, square and random order.

(d) The film is 100 nm thick, with pores 4 nm in diameter. Find its parallel-plate capacitance per area for pores standing upright and for pores lying flat, and estimate what the model leaves out.

The response is static, local and linear, and the pore walls carry no free charge.

## Solution

### An identity for the mean fields

The effective permittivity $k$ along a principal direction is defined by $\langle D\rangle=\varepsilon_0 k\langle E\rangle$, where the brackets are averages over the film volume. Let $E_p$ and $E_m$ be the mean fields in the pores and in the matrix, taken along $\langle E\rangle$. Then

$$\langle E\rangle=fE_p+(1-f)E_m,\qquad k\langle E\rangle=f\varepsilon_pE_p+(1-f)\varepsilon_mE_m .$$

The first equation gives $(1-f)E_m=\langle E\rangle-fE_p$. Putting this into the second,

$$k\langle E\rangle=\varepsilon_m\langle E\rangle+f(\varepsilon_p-\varepsilon_m)E_p. \tag{1}$$

No approximation has been made. The whole problem is now to find the mean field in the pores.

### (a) Field along the pores

Try a uniform field $E_z$ throughout the film. It has no curl, and it is tangential to every pore wall, where it is continuous as required. The displacement $D_z=\varepsilon_0\varepsilon E_z$ differs between pore and matrix but does not vary along $z$, so its divergence vanishes. It has no component normal to the walls. Between plates perpendicular to the pores, the corresponding linear potential also meets the plate conditions. Since the permittivities are positive, the solution for given plate potentials is unique, and this is it.

Hence $E_p=\langle E\rangle$, and (1) gives

$$k_a=\varepsilon_m+f(\varepsilon_p-\varepsilon_m)=(1-f)\varepsilon_m+f\varepsilon_p=0.6\times4+0.4\times1=2.80 .$$

The positions of the pores did not enter. What matters is that they run straight from plate to plate.

### (b) Field across the pores

**One pore.** Let $u$ be minus the electrostatic potential, so that $\mathbf E=\nabla u$. For a pore of radius $a$ in a field along $x$, the solutions of Laplace's equation with the angular dependence of the applied field are

$$u=Cr\cos\theta\quad(r<a),\qquad u=\left(Ar+\frac Br\right)\cos\theta\quad(r>a).$$

The term $1/r$ is absent inside because the field is finite at the centre. Continuity of $u$ and of $\varepsilon\,\partial u/\partial r$ at $r=a$ requires

$$C=A+\frac B{a^2},\qquad \varepsilon_pC=\varepsilon_m\left(A-\frac B{a^2}\right).$$

Multiplying the first by $\varepsilon_m$ and adding the second removes $B$:

$$C=\frac{2\varepsilon_m}{\varepsilon_m+\varepsilon_p}A,\qquad \frac B{a^2}=C-A=\frac{\varepsilon_m-\varepsilon_p}{\varepsilon_m+\varepsilon_p}A. \tag{2}$$

The field inside the pore is uniform, and it is stronger than the driving field $A$ when $\varepsilon_p<\varepsilon_m$.

**Many pores.** The Maxwell Garnett assumption is $A=E_m$. With $E_p=C$, equation (2) gives $E_m=(\varepsilon_m+\varepsilon_p)E_p/(2\varepsilon_m)$, and therefore

$$\langle E\rangle=\left[f+(1-f)\frac{\varepsilon_m+\varepsilon_p}{2\varepsilon_m}\right]E_p
=\frac{\varepsilon_m+\varepsilon_p+f(\varepsilon_m-\varepsilon_p)}{2\varepsilon_m}E_p .$$

In the last step, $2f\varepsilon_m-f(\varepsilon_m+\varepsilon_p)=f(\varepsilon_m-\varepsilon_p)$ was used. Abbreviate $S=\varepsilon_p+\varepsilon_m=5$ and $\Delta=\varepsilon_p-\varepsilon_m=-3$. Then

$$\frac{E_p}{\langle E\rangle}=\frac{2\varepsilon_m}{S-f\Delta}=\frac{8}{6.2}=1.290,$$

and (1) becomes

$$k_t=\varepsilon_m+\frac{2\varepsilon_mf\Delta}{S-f\Delta}
=\varepsilon_m\frac{S+f\Delta}{S-f\Delta}
=4\times\frac{3.8}{6.2}=2.45. \tag{3}$$

**Comparison and limits.** Since $k_a=\varepsilon_m+f\Delta$,

$$k_a-k_t=f\Delta\,\frac{S-f\Delta-2\varepsilon_m}{S-f\Delta}=\frac{f(1-f)\Delta^2}{S-f\Delta},$$

because $S-2\varepsilon_m=\Delta$. The denominator equals $(1-f)\varepsilon_p+(1+f)\varepsilon_m$ and is positive, so in this model the transverse value is the lower one for either sign of the contrast. Here the difference is $0.24\times9/6.2=0.348$. Equation (1) shows the reason for air pores: the transverse field is concentrated in the air, which therefore counts for more than its volume share.

Both results reduce to $\varepsilon_m$ at $f=0$ and to $\varepsilon_p$ at $f=1$. For small $f$ they fall as $k_a=4-3f$ and $k_t\simeq4-4.8f$. The limit $f\to1$ needs pores of many sizes, since equal circles in hexagonal order touch at $f=\pi/(2\sqrt3)$.

### (c) When the transverse result is exact

Surround a pore by a matrix shell of outer radius $b$, with $a^2/b^2=f$, and place this coated cylinder in a medium of permittivity $K$ carrying a uniform field $E_0$. Ask for the $K$ that leaves the outside field undisturbed, $u=E_0r\cos\theta$ for $r>b$. The conditions at $r=b$ are

$$E_0=A+\frac B{b^2},\qquad KE_0=\varepsilon_m\left(A-\frac B{b^2}\right).$$

From (2), $B/b^2=fB/a^2=-f(\Delta/S)A$. Dividing the second condition by the first,

$$K=\varepsilon_m\frac{1+f\Delta/S}{1-f\Delta/S}=k_t .$$

Such a cylinder can replace a disc of the medium without changing the field elsewhere. The condition contains only $a/b$, so scaled copies of all sizes can be inserted until the remaining medium has vanishing volume. Each copy keeps the mean field $E_0$, because $u$ on its rim is that of a uniform field. For this assemblage (3) is exact. The closure $A=E_m$ is exact there too: the $x$ component of the dipole field $\nabla(B\cos\theta/r)$ is $-B\cos2\theta/r^2$, which averages to zero over the shell.

The same result follows from a radial equation. With $u=g(r)\cos\theta$ and $y=\varepsilon rg'/g$, Laplace's equation $r(\varepsilon rg')'=\varepsilon g$ gives

$$\frac{dy}{d\ln r}=\varepsilon-\frac{y^2}{\varepsilon}.$$

Integrated numerically through the shell from $y=\varepsilon_p$ at $r=a$, it ends at 2.4516 at $r=b$, in agreement with (3).

Equal pores do not form this assemblage. A multipole solution of the periodic field gives 2.4515 for hexagonal order and 2.4481 for square order, so 2.45 holds for both. Four random samples, each a periodic square with 16 pores whose centres lie at least 2.1 radii apart, gave 2.404 to 2.419 with mean 2.414, about 1.5 percent below (3). They were solved on a grid that gives 2.4406 for the square array, 0.3 percent below the multipole value, so part of the deficit may come from the grid. If the grid lowers the random samples by the same 0.3 percent, their mean becomes about 2.42. For disordered pores of this kind, (3) is then too high by roughly 1 percent.

### (d) The 100 nm film

In hexagonal order with spacing $d$, one pore of area $\pi a^2$ belongs to a cell of area $\sqrt3d^2/2$. Hence

$$d=a\sqrt{\frac{2\pi}{\sqrt3f}}=6.02\ \text{nm}$$

for $a=2$ nm, and the thinnest wall measures 2.02 nm.

The capacitance per area is $\varepsilon_0k/t$. With $t=100$ nm, $\varepsilon_0/t=8.854\times10^{-5}\ \mathrm{F/m^2}=8.854\ \mathrm{nF/cm^2}$, so that

- upright pores: $8.854\times2.80=24.79\ \mathrm{nF/cm^2}$,
- flat-lying pores: $8.854\times2.4516=21.71\ \mathrm{nF/cm^2}$.

The dense film would have 35.42 nF/cm². At equal porosity and thickness, laying the pores flat lowers the capacitance by a further 12 percent relative to upright pores. The flat-lying value treats the film as bulk material and ignores the incomplete rows at its surfaces. In a wiring stack with upright pores, $k_a$ governs a vertical field between levels and $k_t$ a horizontal field between neighbouring lines.

**Sealed pores.** Suppose dense skins of 5 nm close the upright pores at both plates. Treating the skin boundaries as equipotential planes puts the layers in series:

$$k=\frac{100}{10/4+90/2.80}=2.887 .$$

Real boundaries are not equipotentials, and adding conducting planes cannot lower a capacitance, so this is an upper bound. Forbidding flux to cross between pore columns and matrix columns cannot raise it, which gives the lower bound

$$0.6\times4+0.4\times\frac{100}{10/4+90/1}=2.832 .$$

A field solution for one pore in a circular cell gives 2.881, an increase of 0.08 over open pores.

**Tilt and porosity.** Between wide plates the mean field lies along the film normal. For pores tilted by 10 degrees, projecting the permittivity tensor on the normal gives $k_a\cos^2 10^\circ+k_t\sin^2 10^\circ=2.79$. Raising the porosity by 0.02 changes both permittivities by about $-0.06$.

**Water.** Let water fill 1 percent of the film volume as a layer on the pore walls, with the rough bulk value 80. The axial permittivity becomes $2.80+0.01\times(80-1)=3.59$. For the transverse field, the air core fills $0.39/0.40=0.975$ of each pore. By the argument of (c), core and water layer together respond to a uniform driving field like a uniform cylinder of permittivity

$$80\times\frac{81-0.975\times79}{81+0.975\times79}=2.01 .$$

Using this in place of $\varepsilon_p$ in (3) gives $k_t=3.07$. The layer would be 0.025 nm thick, less than a molecule, so a continuous film with bulk permittivity is a fiction. Isolated molecules, or molecules bound to the wall, can contribute several times less than the bulk value implies, so the numbers are nominal and not a prediction. With the value 80, this is the largest of the corrections estimated here.

**Strong fields.** At a mean transverse field of 1 MV/cm, the mean pore field is 1.29 MV/cm, with a peak of 1.32 MV/cm in hexagonal order. The voltage across a pore is about $1.29\times10^8\ \mathrm{V/m}\times4\times10^{-9}\ \mathrm m=0.52$ V. An electron crossing it gains far less than the roughly 12 eV needed to ionize a gas molecule. This argument does not cover upright pores in an axial field, where the same field puts 10 V along the 100 nm length, nor does it cover breakdown of the solid walls.

**The real case.** These parameters resemble templated mesoporous silica: dense silica has a permittivity near 4, and pores a few nanometres wide are typical. Organosilicate low-k films generally have a matrix permittivity below 4 and less regular pores, so 2.45 and 2.80 should not be carried over to them. The assumption of dry pores also deserves a check: in the nominal estimate above, with bulk permittivity for the water, 1 percent of water by volume raises $k_t$ by 0.61 and $k_a$ by 0.79, more than the whole difference between the two orientations. If the water contributes several times less, as isolated or bound molecules can, the shift falls below that difference. The numerical output below lists the values used.

## Numbers as computed

```
matrix permittivity                        4.00
pore permittivity                          1.00
pore fraction                              0.40
AXIAL permittivity                         2.8000
TRANSVERSE permittivity                    2.4516
axial minus transverse                     0.3484
transverse, radial equation                2.4516
axial, finite-volume capacitor             2.8000
mean pore field / mean field, formula      1.2903
mean pore field / mean field, hexagonal    1.2904
peak pore field / mean field, hexagonal    1.3209
transverse, hexagonal array                2.4515
transverse, square array                   2.4481
transverse, square array, finite volume    2.4406
transverse, random arrays, mean of 4       2.414
transverse, random arrays, lowest          2.404
transverse, random arrays, highest         2.419
pore diameter                              4.0 nm
hexagonal pore spacing                     6.02 nm
thinnest wall                              2.02 nm
film thickness                             100 nm
capacitance, dense film                    35.42 nF/cm2
capacitance, upright pores                 24.79 nF/cm2
capacitance, flat-lying pores              21.71 nF/cm2
dense skin at each electrode               5.0 nm
axial with skins, finite volume            2.8808
axial with skins, series estimate          2.8866
axial with skins, flux-tube bound          2.8324
pore tilt                                  10 degrees
permittivity along normal with tilt        2.7895
porosity error                             0.02
axial change for added porosity            -0.0600
transverse change for added porosity       -0.0618
water fraction of film volume              0.01
water permittivity, rough bulk value       80
nominal water layer                        0.025 nm
equivalent permittivity of wet pore        2.012
transverse with water                      3.066
axial with water                           3.590
applied transverse field                   1.00 MV/cm
mean pore field                            1.290 MV/cm
peak pore field, hexagonal                 1.321 MV/cm
voltage across one pore                    0.516 V
```
